# The Surface Theorem: Surface Charge of an Insulator Modulo e/A: a numerical check

```python
"""
Surface theorem: macroscopic surface charge = P.n modulo e/A for an insulating surface.
Test system: spinless Rice-Mele chain, two sites A, B per cell of length a = 1.
  v, w   hopping inside a cell / between cells      delta  site energy +delta (A), -delta (B)
  b      position of B in the cell (A is at 0)      mu     Fermi level
  ions   +e on every A site, 0 on B, so P = -e * (Wannier centre) modulo e
Charges are in units of e > 0, lengths in a, energies in an arbitrary unit t.
The end charge comes from diagonalizing open chains; P comes from the periodic bulk.
A 2D array of coupled chains tests the surface-cell area and the insulating condition.
"""
import numpy as np
from scipy.constants import e as e_charge


def chain_hamiltonian(v, w, delta, n_sites):
    site = np.arange(n_sites)
    bonds = np.where(site[:-1] % 2 == 0, v, w)
    onsite = np.where(site % 2 == 0, delta, -delta)
    return np.diag(onsite) + np.diag(bonds, 1) + np.diag(bonds, -1)


def site_positions(n_sites, b):
    site = np.arange(n_sites)
    return site // 2 + b * (site % 2)


def occupied_projector(h, mu):
    energy, vec = np.linalg.eigh(h)
    occ = vec[:, energy < mu]
    return occ @ occ.conj().T


def bulk_wannier(v, w, delta, nk=128):
    """Wannier function from projecting the B orbital on the lower band (delta > 0)."""
    k = 2 * np.pi * np.arange(nk) / nk
    h = v + w * np.exp(-1j * k)
    en = np.sqrt(delta**2 + abs(h)**2)
    c = np.array([-h / (2 * en), (1 + delta / en) / 2])
    c = c / np.sqrt((abs(c)**2).sum(axis=0))
    cells = np.arange(-nk // 2, nk // 2)
    wan = (np.exp(1j * np.outer(cells, k)) @ c.T) / nk
    return cells, wan.real


def wannier_centre(v, w, delta, b):
    cells, wan = bulk_wannier(v, w, delta)
    return np.sum(wan**2 * (cells[:, None] + np.array([0.0, b])))


def wilson_centre(v, w, delta, b, nk=2000):
    """Centre from the gauge-invariant Berry phase of numerical eigenvectors."""
    k = 2 * np.pi * np.arange(nk) / nk
    h = np.zeros((nk, 2, 2), complex)
    h[:, 0, 0], h[:, 1, 1] = delta, -delta
    h[:, 0, 1] = v + w * np.exp(-1j * k)
    h[:, 1, 0] = h[:, 0, 1].conj()
    c = np.linalg.eigh(h)[1][:, :, 0]
    links = np.sum(c.conj() * np.roll(c, -1, axis=0), axis=1)
    phase = -np.angle(np.prod(links / abs(links)))
    return phase / (2 * np.pi) + b * np.mean(abs(c[:, 1])**2)


def ramp_charge(q, x, x0, width=1.0):
    return np.sum(q * np.clip((x - x0) / width + 0.5, 0, 1))


def window_density(q, x, points):
    return (abs(points[:, None] - x[None, :]) < 0.5) @ q


def window_charge(q, x, x0):
    """Integral from x0 outward of the sliding-window density (piecewise constant)."""
    edges = np.concatenate([[x0], x - 0.5, x + 0.5])
    edges = np.sort(edges[edges >= x0])
    return np.sum(window_density(q, x, (edges[1:] + edges[:-1]) / 2) * np.diff(edges))


def distance_to_integer(y):
    return abs(y - np.round(y))


# ---------- main chain: bulk polarization and end charge ----------
v, w, delta, b, n_cells = 1.0, 0.6, 0.5, 0.4, 80
n_sites = 2 * n_cells
x = site_positions(n_sites, b)
ions = np.where(np.arange(n_sites) % 2 == 0, 1.0, 0.0)
centre = wannier_centre(v, w, delta, b)
centre_wilson = wilson_centre(v, w, delta, b)
# the discrete Berry phase has an error of order (2 pi / nk)^2
assert distance_to_integer(centre - centre_wilson) < 1e-5
P = -centre
q = ions - np.diag(occupied_projector(chain_hamiltonian(v, w, delta, n_sites), 0.0))
x0 = n_cells / 2 + 0.13
Q_right = window_charge(q, x, x0)
Q_left = q.sum() - Q_right
assert abs(Q_right - ramp_charge(q, x, x0)) < 1e-10
assert distance_to_integer(Q_right - P) < 1e-9
assert distance_to_integer(Q_left + P) < 1e-9
inner = np.linspace(n_cells / 2 - 2, n_cells / 2 + 2, 41) + 0.0123
macro_inner = abs(window_density(q, x, inner)).max()
assert macro_inner < 1e-9

print("v, w, delta [t]:", v, w, delta, "; b [a]:", b, "; cells:", n_cells)
print(f"bulk gap [t]: {2*np.sqrt(delta**2+(v-w)**2):.4f}")
print(f"Wannier centre, real space [a]: {centre:.6f}")
print(f"Wannier centre, Wilson loop modulo a [a]: {centre_wilson:.6f}")
print(f"bulk polarization P [e]: {P:.6f}")
print(f"right end charge, sliding window [e]: {Q_right:.6f}")
print(f"left end charge, sliding window [e]: {Q_left:.6f}")
print(f"largest window-averaged density mid-chain [e/a]: {macro_inner:.1e}")

# ---------- sharp cuts and wrong window width ----------
mid = n_cells // 2
cut_inside = q[x > mid + b / 2].sum()
cut_between = q[x > mid + (1 + b) / 2].sum()
assert abs(b * cut_inside + (1 - b) * cut_between - Q_right) < 1e-9
starts = mid + np.linspace(0, 1, 51)
spread = {}
for width in (1.0, 0.7):
    spread[width] = np.ptp([ramp_charge(q, x, s, width) for s in starts])
assert spread[1.0] < 1e-9 and spread[0.7] > 0.01
print(f"mid-chain site charges A, B [e]: {q[2*mid]:.6f}, {q[2*mid+1]:.6f}")
print(f"sharp cut between A and B of a cell [e]: {cut_inside:.6f}")
print(f"sharp cut between two cells [e]: {cut_between:.6f}")
print(f"spread of end charge over x0, window a [e]: {spread[1.0]:.1e}")
print(f"spread of end charge over x0, window 0.7a [e]: {spread[0.7]:.4f}")

# ---------- convergence with chain length ----------
errors = []
for n in (8, 16, 24):
    dens = np.diag(occupied_projector(chain_hamiltonian(v, w, delta, 2 * n), 0.0))
    Q_n = ramp_charge(ions[:2 * n] - dens, x[:2 * n], n / 2 + 0.13)
    errors.append(distance_to_integer(Q_n - P))
    print(f"deviation of Q - P from an integer, {n} cells [e]: {errors[-1]:.1e}")
assert errors[0] > errors[1] > errors[2] and errors[2] < 1e-6


# ---------- Wannier counting predicts the integer ----------
def leftover_electrons(v, w, delta, projector, margin=20):
    """Remove projected bulk Wannier functions of the inner cells; count the rest at right."""
    cells, wan = bulk_wannier(v, w, delta)
    homes = np.arange(margin, n_cells - margin)
    trial = np.zeros((n_sites, len(homes)))
    for col, home in enumerate(homes):
        inside = (cells + home >= 0) & (cells + home < n_cells)
        target = cells[inside] + home
        trial[2 * target, col] = wan[inside, 0]
        trial[2 * target + 1, col] = wan[inside, 1]
    trial = projector @ trial
    overlap = trial.T @ trial
    rest = projector - trial @ np.linalg.solve(overlap, trial.T)
    return np.diag(rest)[n_sites // 2:].sum()


margin = 20
print("Wannier counting, 20 outer cells at the right end (20 ions):")
integers = []
for vv, ww, mu in ((1.0, 0.6, 0.0), (0.6, 1.0, 0.0), (0.6, 1.0, -0.57)):
    h = chain_hamiltonian(vv, ww, delta, n_sites)
    proj = occupied_projector(h, mu)
    n_left = leftover_electrons(vv, ww, delta, proj, margin)
    assert distance_to_integer(n_left) < 1e-8
    P_case = -wannier_centre(vv, ww, delta, b)
    Q_case = window_charge(ions - np.diag(proj), x, x0)
    predicted = margin - round(n_left)
    assert abs(Q_case - P_case - predicted) < 1e-8
    integers.append(predicted)
    print(f" v={vv} w={ww} mu={mu} [t]: leftover electrons {n_left:.6f},"
          f" P {P_case:.6f} e, Q {Q_case:.6f} e, integer {predicted}")
assert integers[2] - integers[1] == 1
levels = np.linalg.eigvalsh(chain_hamiltonian(0.6, 1.0, delta, n_sites))
edge = np.sqrt(delta**2 + 0.4**2)
in_gap = levels[abs(levels) < edge - 0.01]
assert len(in_gap) == 2
print("end-state energies for v=0.6, w=1.0 [t]:", " ".join(f"{s:.4f}" for s in in_gap))

# ---------- random bulks, end potentials and terminations ----------
rng = np.random.default_rng(3)
worst, found = 0.0, set()
n_random = 40
for trial_number in range(n_random):
    rv, rw = rng.uniform(0.3, 1.2, 2)
    rd, rb = rng.uniform(0.5, 1.0), rng.uniform(0.1, 0.9)
    ns = n_sites - trial_number % 2
    h = chain_hamiltonian(rv, rw, rd, ns)
    h[range(ns - 6, ns), range(ns - 6, ns)] += rng.uniform(-3, 3, 6)
    charge = ions[:ns] - np.diag(occupied_projector(h, 0.0))
    diff = ramp_charge(charge, site_positions(ns, rb), mid + rng.uniform())
    diff += wannier_centre(rv, rw, rd, rb)
    worst = max(worst, distance_to_integer(diff))
    found.add(int(round(diff)))
assert worst < 1e-8 and len(found) > 1
print(f"{n_random} random chains: worst deviation from an integer [e]: {worst:.1e}")
print("integers (Q - P)/e that occurred:", sorted(found))

# ---------- fractional ions break the theorem when the chain ends after an A site ----------
ns = n_sites - 1
dens = np.diag(occupied_projector(chain_hamiltonian(v, w, delta, ns), 0.0))
diff_integer_ions = ramp_charge(ions[:ns] - dens, x[:ns], x0) - P
diff_half_ions = ramp_charge(0.5 - dens, x[:ns], x0) - (0.5 * b - centre)
assert distance_to_integer(diff_integer_ions) < 1e-9
assert distance_to_integer(diff_half_ions - 0.5) < 1e-9
print(f"chain ending on A, ions (1,0): Q - P [e]: {diff_integer_ions:.6f}")
print(f"chain ending on A, ions (1/2,1/2): Q - P [e]: {diff_half_ions:.6f}")

# ---------- 2D array: one adatom (ion +e, one orbital) per two chains ----------
ty, bond, nc, nK = 0.1, 0.3, 40, 24
ns = 2 * nc
ky = np.pi * np.arange(2 * nK) / nK
P_edge = -np.mean([wannier_centre(v, w, delta + 2 * ty * np.cos(kk), b) for kk in ky])
x_array = np.concatenate([x[:ns], x[:ns], [nc + 0.5]])
ion_array = np.concatenate([ions[:ns], ions[:ns], [1.0]])
coupling = np.diag(np.where(np.arange(ns) % 2 == 0, ty, -ty))
single = chain_hamiltonian(v, w, delta, ns)


def edge_charge(level, hop):
    """Right-edge charge per two-chain cell, occupied counts, distance of levels to mu = 0."""
    total, counts, nearest = 0.0, [], np.inf
    for K in 2 * np.pi * np.arange(nK) / nK:
        h = np.zeros((2 * ns + 1, 2 * ns + 1), complex)
        h[:ns, :ns] = h[ns:2 * ns, ns:2 * ns] = single
        h[:ns, ns:2 * ns] = coupling * (1 + np.exp(-1j * K))
        h[ns:2 * ns, :ns] = h[:ns, ns:2 * ns].conj().T
        h[-1, -1] = level + 2 * hop * np.cos(K)
        h[-1, ns - 1] = h[ns - 1, -1] = bond
        energy, vec = np.linalg.eigh(h)
        dens = (abs(vec[:, energy < 0])**2).sum(axis=1)
        total += ramp_charge(ion_array - dens, x_array, nc / 2 + 0.13) / nK
        counts.append(int(np.sum(energy < 0)))
        nearest = min(nearest, abs(energy).min())
    return total, np.array(counts), nearest


print(f"2D array: coupling {ty} t, adatom bond {bond} t, {nc} cells, {nK} wavevectors")
print(f"2D array: bulk P.n [e/a_y]: {P_edge:.6f}")
for name, level, hop in (("filled adatom", -2.5, 0.0), ("empty adatom", 2.5, 0.0),
                         ("metallic edge", 0.1, 0.15)):
    Q_cell, counts, nearest = edge_charge(level, hop)
    excess = Q_cell - 2 * P_edge
    filling = counts.mean() - 2 * nc
    assert abs(excess - (1 - filling)) < 1e-7
    if name == "metallic edge":
        assert np.ptp(counts) > 0 and distance_to_integer(excess) > 0.05
    else:
        assert np.ptp(counts) == 0 and nearest > 0.2
        assert distance_to_integer(excess) < 1e-7
    print(f" {name}: level {level} t, hop {hop} t, filling {filling:.4f},"
          f" sigma {Q_cell/2:.6f} e/a_y, sigma-P.n {excess/2:.6f} e/a_y")

# ---------- size of the quantum in SI units ----------
area = 0.25e-18
print(f"chosen cell area [nm^2]: {area*1e18:.2f}")
print(f"quantum e/A [C/m^2]: {e_charge/area:.4f}")
print(f"main chain, one per area A: P.n [C/m^2]: {P*e_charge/area:.4f}")
print("done: every assertion held")
```

It prints:

```
v, w, delta [t]: 1.0 0.6 0.5 ; b [a]: 0.4 ; cells: 80
bulk gap [t]: 1.2806
Wannier centre, real space [a]: 0.330930
Wannier centre, Wilson loop modulo a [a]: 0.330930
bulk polarization P [e]: -0.330930
right end charge, sliding window [e]: -0.330930
left end charge, sliding window [e]: 0.330930
largest window-averaged density mid-chain [e/a]: 1.7e-15
mid-chain site charges A, B [e]: 0.728036, -0.728036
sharp cut between A and B of a cell [e]: -0.767752
sharp cut between two cells [e]: -0.039716
spread of end charge over x0, window a [e]: 2.7e-15
spread of end charge over x0, window 0.7a [e]: 0.3120
deviation of Q - P from an integer, 8 cells [e]: 1.0e-04
deviation of Q - P from an integer, 16 cells [e]: 1.2e-07
deviation of Q - P from an integer, 24 cells [e]: 1.5e-10
Wannier counting, 20 outer cells at the right end (20 ions):
 v=1.0 w=0.6 mu=0.0 [t]: leftover electrons 20.000000, P -0.330930 e, Q -0.330930 e, integer 0
 v=0.6 w=1.0 mu=0.0 [t]: leftover electrons 20.000000, P -0.523463 e, Q -0.523463 e, integer 0
 v=0.6 w=1.0 mu=-0.57 [t]: leftover electrons 19.000000, P -0.523463 e, Q 0.476537 e, integer 1
end-state energies for v=0.6, w=1.0 [t]: -0.5000 0.5000
40 random chains: worst deviation from an integer [e]: 2.8e-14
integers (Q - P)/e that occurred: [-2, -1, 0, 1, 2]
chain ending on A, ions (1,0): Q - P [e]: 1.000000
chain ending on A, ions (1/2,1/2): Q - P [e]: 0.500000
2D array: coupling 0.1 t, adatom bond 0.3 t, 40 cells, 24 wavevectors
2D array: bulk P.n [e/a_y]: -0.327258
 filled adatom: level -2.5 t, hop 0.0 t, filling 1.0000, sigma -0.327258 e/a_y, sigma-P.n 0.000000 e/a_y
 empty adatom: level 2.5 t, hop 0.0 t, filling 0.0000, sigma 0.172742 e/a_y, sigma-P.n 0.500000 e/a_y
 metallic edge: level 0.1 t, hop 0.15 t, filling 0.3750, sigma -0.014758 e/a_y, sigma-P.n 0.312500 e/a_y
chosen cell area [nm^2]: 0.25
quantum e/A [C/m^2]: 0.6409
main chain, one per area A: P.n [C/m^2]: -0.2121
done: every assertion held
```
